# Heating and Island Density in Epitaxial Growth at Critical Size One

**The situation.** A metal is deposited on its own close-packed (111) surface at a constant flux $F$, in monolayers (ML) per second. Adatoms diffuse, meet and form flat islands one atom high. The critical size is one: a single adatom is the largest unstable cluster, so a dimer neither breaks up nor moves. Desorption and capture at surface steps are neglected.

Densities are counted per lattice site. The coverage is $\theta=Ft$, and $R=D/F$, where $D$ is the adatom diffusion coefficient in site areas per second. It follows $D=D_0e^{-E_d/kT}$, with $D_0$ independent of temperature. In a mean-field description, two adatoms meet at the rate $s_1Dn^2$ per site, and adatoms reach islands at the rate $s_xDnN$. Here $n$ and $N$ are the adatom and island densities, and the capture numbers $s_1$ and $s_x$ are taken as constant.

**Data** (round model values): $E_d=0.30$ eV, $D_0=10^{-3}$ cm²/s, site area $0.0631$ nm², $F=0.01$ ML/s, $\theta=0.1$ ML, $s_1=2$, $s_x=4$, $k=8.617\times10^{-5}$ eV/K.

## Part (a)

*Write the balance equations for $n$ and $N$, and find $N(\theta)$ after the initial transient.*

**Answer.** Each nucleation event removes two adatoms and creates one island. Dividing all rates by $F$ turns time into coverage:

$$\frac{dn}{d\theta}=1-2s_1Rn^2-s_xRnN,\qquad \frac{dN}{d\theta}=s_1Rn^2 .$$

At first $n\approx\theta$, and therefore $N\approx s_1R\theta^3/3$. Extrapolating these forms, the nucleation loss reaches the flux when $2s_1R\theta^2\approx1$, and capture by islands does so when $s_xR\theta N\approx1$, that is, when $s_1s_xR^2\theta^4/3\approx1$. The transient thus ends at a coverage of order $R^{-1/2}$, far below 0.1 ML for the large $R$ of this problem.

The handover to islands is gradual: they take about 90% of the arriving atoms at $\theta=10R^{-1/2}$ and 95% at $30R^{-1/2}$, which is still below $10^{-3}$ ML here. Beyond that, nearly every arriving atom joins an existing island. The terms $dn/d\theta$ and $2s_1Rn^2$ are then small compared with 1, which leaves

$$n=\frac{1}{s_xRN}.$$

Inserting this into the nucleation equation gives

$$\frac{dN}{d\theta}=\frac{s_1R}{s_x^2R^2N^2}
\quad\Longrightarrow\quad
N^2\,dN=\frac{s_1}{s_x^2R}\,d\theta .$$

Both sides are integrated from zero, since the transient contributes little:

$$\frac{N^3}{3}=\frac{s_1\theta}{s_x^2R}
\quad\Longrightarrow\quad
N=C(\theta)\left(\frac FD\right)^{1/3},\qquad
C(\theta)=\left(\frac{3s_1\theta}{s_x^2}\right)^{1/3}.$$

The cube root expresses a feedback. Faster diffusion helps adatoms to meet, but it also helps islands to remove them. The adatom density falls, and nucleation depends on its square.

The neglected nucleation loss can be estimated. From the result, $dN/d\theta=N/(3\theta)$. Keeping the loss gives $n=(1-2\,dN/d\theta)/(s_xRN)$, and to first order

$$N^2\frac{dN}{d\theta}=\frac{s_1}{s_x^2R}\left(1-4\frac{dN}{d\theta}\right)
\;\Longrightarrow\;
N^3=\frac{3s_1}{s_x^2R}(\theta-4N).$$

Taking the cube root, again to first order, multiplies the simple density by $1-4N/(3\theta)$. The simple law therefore needs islands of many atoms, $\theta/N\gg1$.

## Part (b)

*The scaled island density is $N/C(\theta)$. By what factor does it change if the same coverage is grown at the same flux at 400 K instead of 300 K?*

**Answer.** The scaled density is

$$\frac NC=\left(\frac FD\right)^{1/3}=\left(\frac F{D_0}\right)^{1/3}e^{E_d/3kT}.$$

The exponent is positive because $D$ stands in the denominator, so the density falls on heating. Its activation energy is $E_d/3=0.10$ eV. In the ratio, $F$ and $D_0$ cancel:

$$\frac{N(300\,\mathrm K)}{N(400\,\mathrm K)}
=\exp\!\left[\frac{E_d}{3k}\left(\frac1{300\,\mathrm K}-\frac1{400\,\mathrm K}\right)\right]
=e^{0.967}=2.63 .$$

Heating reduces the scaled density by a factor of about 2.6. The actual density falls by the same factor, because $C$ is the same at equal coverage. The diffusion coefficient itself rises by a factor of 18.2, and the cube root of 18.2 is 2.63.

Atoms that land directly on islands do not alter this ratio if they are lost to nucleation. The supply of adatoms is then $1-\theta$ instead of 1, which replaces $\theta$ in $C^3$ by $\int_0^\theta(1-\theta')^2d\theta'$, a quantity independent of temperature.

## Part (c)

*Find the island density and the mean island spacing at both temperatures.*

**Answer.** At 300 K, $kT=0.02585$ eV, so

$$D=10^{-3}e^{-0.30/0.02585}\ \mathrm{cm^2/s}=9.1\times10^{-9}\ \mathrm{cm^2/s}.$$

Division by the site area and by the flux gives $R=1.445\times10^9$. The prefactor is $C=(3\times2\times0.1/16)^{1/3}=0.335$. Hence

$$N=0.335\times8.85\times10^{-4}=2.96\times10^{-4}\ \text{per site}.$$

The spacing is taken as the square root of the area per island, and the adatom density follows from $n=1/(s_xRN)$.

| Quantity | 300 K | 400 K |
|---|---|---|
| $R=D/F$ | $1.445\times10^9$ | $2.630\times10^{10}$ |
| $(F/D)^{1/3}$ | $8.85\times10^{-4}$ | $3.36\times10^{-4}$ |
| $N$ per site | $2.96\times10^{-4}$ | $1.13\times10^{-4}$ |
| $N$ (cm⁻²) | $4.7\times10^{11}$ | $1.8\times10^{11}$ |
| Spacing (nm) | 14.6 | 23.7 |
| Atoms per island, $\theta/N$ | 338 | 888 |
| $n$ per site | $5.84\times10^{-7}$ | $8.45\times10^{-8}$ |

The spacing grows by $\sqrt{2.63}=1.62$. Terraces must be much wider than 24 nm if steps are not to compete with islands for adatoms at 400 K.

Numerical integration of the two equations in part (a), with no term dropped, gives a ratio of 2.62. The correction $4N/(3\theta)$ is 0.4% at 300 K and smaller at 400 K, which accounts for the slight decrease.

## Part (d)

*In a Monte Carlo simulation, adatoms hop on a square lattice of $256\times256$ sites, and each island occupies one site. At $\theta=0.1$, one run with $R=5\times10^4$ gives 800 islands. A run with $R$ larger by the factor 18.2 gives 356. Compare this with part (b).*

**Answer.** The simulated ratio is $800/356=2.25$, below 2.63. The corresponding exponent is $\ln2.25/\ln18.2=0.28$, instead of $1/3$.

These values of $R$ are far smaller than those in part (c), so the islands contain few atoms. About 6550 atoms were deposited, which gives $N/\theta=0.122$ and $0.054$. The factors $1-4N/(3\theta)$ from part (a) are then 0.84 and 0.93. They lower the expected ratio to

$$2.63\times\frac{0.84}{0.93}\approx2.4 .$$

This is a rough estimate, since a first-order correction of 16% is not very small. If nucleation events were independent, the relative scatter of the ratio would be $\sqrt{1/800+1/356}\approx6\%$, comparable with the remaining difference. The real scatter is smaller, because each island depletes the adatoms around it and so suppresses further nucleation nearby, but it is not negligible for a single pair of runs. Repeated runs on $64\times64$ lattices imply a scatter of about 3% for one pair of this size and give a mean ratio of $2.31\pm0.02$, so roughly half of the remaining difference is systematic. A slow change of the capture numbers of point islands with density may also contribute, but this pair of runs cannot separate it from scatter. At these small $R$ the effective exponent is about 0.29. The simulation is compatible with one third as the large-$R$ limit, but does not determine it precisely.

## Part (e)

*How strong must the dimer bond $E_b$ be for critical size one to hold? What happens to the ratio if it is weaker?*

**Answer.** The break-up rate follows from detailed balance. A dimer has three orientations per site on a triangular lattice, so in dilute equilibrium the dimer density is $d=3n^2e^{E_b/kT}$. Let $\kappa$ be the break-up rate of one dimer divided by $F$. Break-up must balance formation in equilibrium:

$$\kappa d=s_1Rn^2\quad\Longrightarrow\quad\kappa=\frac{s_1R}{3}e^{-E_b/kT}.$$

A dimer captures another adatom at the rate $s_xRn$ in the same units. The two rates are equal when

$$E_b=kT\ln\frac{s_1}{3s_xn}.$$

With the adatom densities of part (c), this is 0.32 eV at 300 K and 0.50 eV at 400 K. Critical size one requires a bond clearly above these values, and the hotter surface sets the stricter condition.

For a much weaker bond, dimers stay in equilibrium with adatoms. If trimers are still stable, as is assumed here, the critical size becomes two. In a compact trimer each atom has two bonds, so it is held more firmly than in a dimer. Stable islands then form when a dimer captures an atom:

$$\frac{dN}{d\theta}=s_xRnd=3s_xRn^3e^{E_b/kT}.$$

Using $n=1/(s_xRN)$ again,

$$N^3\frac{dN}{d\theta}=\frac{3e^{E_b/kT}}{s_x^2R^2}
\;\Longrightarrow\;
N=\left(\frac{12\theta}{s_x^2}\right)^{1/4}R^{-1/2}e^{E_b/4kT}.$$

A bond of 0.40 eV lies above the limit at 300 K and below it at 400 K. The critical size therefore changes from one to two on heating. At 400 K the new formula gives

$$N=0.523\times6.17\times10^{-6}\times18.2=5.9\times10^{-5}.$$

Compared with $2.96\times10^{-4}$ at 300 K, the ratio is about 5.0.

To cover the crossover, the balance equations can be extended. Let $m$ be the density of islands larger than dimers, and let $M$ be the dimer diffusion coefficient divided by $F$. Then

$$\begin{aligned}
\frac{dn}{d\theta}&=1-2s_1Rn^2-s_xRn(d+m)+2\kappa d,\\
\frac{dd}{d\theta}&=s_1Rn^2-s_xRnd-\kappa d-s_xMdm-2s_1Md^2,\\
\frac{dm}{d\theta}&=s_xRnd+s_1Md^2 .
\end{aligned}$$

Numerical integration with immobile dimers ($M=0$) gives these ratios of $d+m$ at 300 K to its value at 400 K:

| $E_b$ (eV) | 0.80 | 0.60 | 0.50 | 0.40 |
|---|---|---|---|---|
| Ratio | 2.62 | 2.66 | 3.09 | 5.13 |

The last value agrees well with the estimate of 5.0. A weak bond strengthens the effect of heating, because break-up suppresses nucleation more on the hot surface. The rise does not continue indefinitely. With stable trimers the ratio peaks at about 7.7 near 0.30 eV and then falls, to 6.9 at 0.20 eV, because the critical size is then two at both temperatures. Below about 0.3 eV trimers also begin to break up, and these equations no longer apply.

## Part (f)

*Dimers may also diffuse, with the same $D_0$ and a barrier $E_2$. When does this matter?*

**Answer.** A moving dimer reaches an island at the rate $s_xMN$ and captures an adatom at the rate $s_xRn$, both divided by $F$. Since $M/R=e^{-(E_2-E_d)/kT}$, the rates are equal when

$$E_2=E_d+kT\ln\frac Nn .$$

This gives 0.46 eV at 300 K and 0.55 eV at 400 K. Below these barriers, many dimers are absorbed by islands before they can grow into separate ones. The extended equations with $\kappa=0$ give a ratio of 2.95 for $E_2=0.55$ eV and 3.71 for $E_2=0.45$ eV. Immobility of dimers is thus a separate condition, which a strong bond alone does not guarantee.

## Part (g)

*Assess the remaining approximations, and say how far the factor applies to a real metal surface.*

**Answer.** Desorption is considered first. With an attempt rate of $10^{13}$ s⁻¹, it removes adatoms at 1% of the rate of capture by islands at 400 K if the adsorption energy is 0.79 eV. Including this loss in the balance equations lowers the density by 1%. Transition-metal adatoms are typically bound by several eV, so desorption is negligible here.

The capture numbers can be calculated instead of assumed. Around a circular island of radius $\rho$, in units where a site has unit area, the adatom density recovers over the screening length $1/\sqrt{s_xN}$. The steady solution outside the island is $n(r)=n_\infty[1-K_0(r\sqrt{s_xN})/K_0(X)]$, where $X=\rho\sqrt{s_xN}$ and $K_0$, $K_1$ are modified Bessel functions. Since $K_0'=-K_1$, the inward current $2\pi\rho D\,dn/dr$ at the edge, divided by $Dn_\infty$, is

$$s=2\pi X\frac{K_1(X)}{K_0(X)} .$$

For islands, $\pi\rho^2=\theta/N$, so $X^2=s_x\theta/\pi$ and $s_x$ depends on coverage alone. At 0.1 ML it is about 4.9 at both temperatures. For an adatom, treated as a disk of one site area, $X^2=s_xN/\pi$, and $s_1$ is 1.59 at 300 K and 1.41 at 400 K. Integrating $N^2dN/d\theta=s_1/(s_x^2R)$ numerically with these varying capture numbers raises the density ratio to 2.73.

Two uncertainties in the diffusion coefficient are larger. If $D_0$ were proportional to $T$, the ratio would be $2.63\times(4/3)^{1/3}=2.89$. An error of 0.03 eV in the barrier moves it to 2.39 or 2.90.

The parameters represent, roughly, molecular-beam growth of a strongly bound transition metal on its own (111) surface. A flux of 0.01 ML/s is ordinary for such growth. Barriers on close-packed metal surfaces are often a few tenths of an eV or less, so 0.30 eV is towards the high side. Dimer barriers reported for Pt(111) and Ir(111) are near 0.4 eV, below the limits of part (f), so immobile dimers are an idealization for such metals. With $E_2$ between 0.37 and 0.43 eV the extended equations give a ratio of 3.6 to 3.75, with larger clusters still taken as immobile. Of the effects examined here, break-up and motion of dimers can change the factor most. A bond of 0.40 eV would nearly double the predicted factor, and a dimer barrier of 0.45 eV would raise it by about 40%. The value 2.6 therefore belongs to a barrier of 0.30 eV and to critical size one at both temperatures. Another barrier changes it through the exponent in part (b), and it should not be transferred to a metal whose dimers break up or migrate at 400 K.
